**Pinning of domain walls in a discrete quartic chain**

The program tests ΔE = E_site − E_bond ≈ 40ΛV0λ⁴exp(−π²λ) for wide walls. Here V0 is the well depth, K the nearest-neighbour coupling, l = √(K/2V0), and λ = 1/asinh(1/l) is the half-width in cells set by the lattice tail. The constant Λ = 126.757 comes from a series recursion, independently of the wall energies, which are computed with 120-digit arithmetic. The program asserts that their ratio to the formula extrapolates to one within 10⁻³; the output gives 0.999998. It also asserts the tail decay, the first profile correction, the sampled-profile estimate, and, for l = 1 and 1.5, that the site wall has one unstable direction and the bond wall none. A direct path in an applied field returns ΔE as work, within 1%, for l = 1 and 1.5. For the example with l = 1, the output gives a barrier of 4.48 meV per cell and a rigid-wall depinning field of 0.234 MV/cm.

## Verification by program

```python
# RESULT UNDER TEST
# Chain energy: sum (K/2)(u[n+1]-u[n])^2 + V0 (1-u[n]^2)^2.
# l = sqrt(K/(2 V0)): continuum half-width of a wall, in cells.
# lam = 1/asinh(1/l): half-width from the exact lattice tail, in cells.
# Site-centred minus bond-centred wall energy, for wide walls:
#   dE = 40 Lambda V0 lam^4 exp(-pi^2 lam) (1 + O(1/lam^2)),
# Lambda = late-term constant of the series solution U = 1/z + ...
# of U(z+1) - 2U(z) + U(z-1) = 2 U^3.
# Energies are in units of V0 until the worked example.
import math
import numpy as np
from mpmath import mp, mpf
from numpy.polynomial import Polynomial
from scipy import constants as const
from scipy.integrate import quad, trapezoid

mp.dps = 120


def tail_width(l):
    return 1 / mp.asinh(1 / mpf(l))


def improved_profile(x, l):
    lam = tail_width(l)
    t = mp.tanh(x / lam)
    return t + t * (1 - t * t) / (3 * lam**2)


def positions(l, kind):
    shift = mpf(0) if kind == "site" else mpf(1) / 2
    return [n - shift for n in range(1, int(60 * l) + 1)]


def solve_half_chain(l, kind):
    """Newton solution of the right half; the left half is its mirror."""
    g = 2 / mpf(l)**2
    u = [improved_profile(x, l) for x in positions(l, kind)]
    size = len(u)
    for _ in range(40):
        diag, rhs = [], []
        for i in range(size):
            if i > 0:
                left = u[i - 1]
            else:
                left = mpf(0) if kind == "site" else -u[0]
            right = u[i + 1] if i < size - 1 else mpf(1)
            rhs.append(right - 2*u[i] + left - g*(u[i]**3 - u[i]))
            diag.append(2 + g*(3*u[i]**2 - 1))
        if kind == "bond":
            diag[0] += 1
        for i in range(1, size):
            rhs[i] += rhs[i - 1] / diag[i - 1]
            diag[i] -= 1 / diag[i - 1]
        step = [mpf(0)] * size
        step[-1] = rhs[-1] / diag[-1]
        for i in range(size - 2, -1, -1):
            step[i] = (rhs[i] + step[i + 1]) / diag[i]
        u = [a + b for a, b in zip(u, step)]
        if max(abs(s) for s in step) < mpf(10)**(-100):
            return u
    raise RuntimeError("Newton iteration did not converge")


def mirror(half, kind):
    middle = [mpf(0)] if kind == "site" else []
    return [mpf(-1)] + [-v for v in reversed(half)] + middle + half + [mpf(1)]


def chain_energy(u, l):
    well = mp.fsum((1 - v*v)**2 for v in u)
    bonds = mp.fsum((b - a)**2 for a, b in zip(u, u[1:]))
    return well + mpf(l)**2 * bonds


def largest_force(u, l):
    k = 2 * mpf(l)**2
    return max(abs(k*(u[i+1] - 2*u[i] + u[i-1]) + 4*u[i]*(1 - u[i]**2))
               for i in range(1, len(u) - 1))


# Late-term constant from the recursion for the series coefficients.
def late_term_values(last):
    b, square, values = {1: mpf(1)}, {2: mpf(1)}, {}
    for m in range(3, last + 1, 2):
        part = mp.fsum(b[i]*b[m+1-i] for i in range(3, m - 1, 2))
        cubic = part + mp.fsum(b[k]*square[m+2-k] for k in range(3, m-1, 2))
        linear = mp.fsum(math.comb(m+1, m+2-j)*b[j] for j in range(1, m, 2))
        b[m] = 2 * (cubic - linear) / (m*(m + 1) - 6)
        square[m + 1] = part + 2*b[m]
        sign = (-1)**((m + 3)//2)
        values[m] = sign*b[m]*(2*mp.pi)**(m+3)/(2*mp.factorial(m+2))
    return values


def extrapolate(values, orders):
    """Polynomial in 1/m through the points, evaluated at 1/m = 0."""
    total = mpf(0)
    for m in orders:
        weight = mpf(1)
        for other in orders:
            if other != m:
                weight *= mpf(m) / (m - other)
        total += weight * values[m]
    return total


late = late_term_values(241)
Lambda = extrapolate(late, range(101, 242, 20))
Lambda_check = extrapolate(late, range(61, 202, 20))
assert abs(Lambda / Lambda_check - 1) < 1e-6

# High-precision walls, checked in the full-chain energy and force.
widths = [1, 1.5, 2, 3, 4, 6, 8, 12, 16]
half, barrier, bond_energy, ratio = {}, {}, {}, {}
for l in widths:
    energy = {}
    for kind in ("site", "bond"):
        half[l, kind] = solve_half_chain(l, kind)
        full = mirror(half[l, kind], kind)
        assert largest_force(full, l) < mpf(10)**(-45)
        energy[kind] = chain_energy(full, l)
    barrier[l] = energy["site"] - energy["bond"]
    bond_energy[l] = energy["bond"]
    lam = tail_width(l)
    formula = 40 * Lambda * lam**4 * mp.exp(-mp.pi**2 * lam)
    ratio[l] = barrier[l] / formula
    assert barrier[l] > 0
assert abs(bond_energy[16] / (mpf(8)/3*16) - 1) < 0.002

lam12, lam16 = tail_width(12), tail_width(16)
limit_ratio = ((lam16**2*ratio[16] - lam12**2*ratio[12])
               / (lam16**2 - lam12**2))
assert abs(limit_ratio - 1) < 1e-3
assert abs(ratio[16] - 1) < abs(ratio[8] - 1) < abs(ratio[4] - 1)


def log_slope(l1, l2):
    return (mp.log(barrier[l2]/barrier[l1])
            / (tail_width(l2) - tail_width(l1)))


midpoint = (lam12 + lam16) / 2
assert abs(log_slope(12, 16) - (-mp.pi**2 + 4/midpoint)) < 0.01

# Exact tail and first correction to the wall profile.
tail = half[4, "site"]
tail_ratio = (1 - tail[80]) / (1 - tail[79])
assert abs(tail_ratio - mp.exp(-2/tail_width(4))) < 1e-12
profile_error = {}
for l in (4, 8):
    pairs = zip(half[l, "site"], positions(l, "site"))
    profile_error[l] = max(abs(u - improved_profile(x, l)) for u, x in pairs)
error_drop = profile_error[4] / profile_error[8]
assert abs(error_drop / (tail_width(8)/tail_width(4))**4 - 1) < 0.15

# Unrelaxed estimate: sample the continuum wall at the lattice sites.
sampled = {}
for kind in ("site", "bond"):
    values = [mp.tanh(x/12) for x in positions(12, kind)]
    sampled[kind] = chain_energy(mirror(values, kind), 12)
sampled_barrier = sampled["site"] - sampled["bond"]
sampled_coefficient = 4*(8*mp.pi**4/3 - 8*mp.pi**2)
sampled_formula = sampled_coefficient * 12**4 * mp.exp(-12*mp.pi**2)
assert abs(sampled_barrier/sampled_formula - 1) < 0.02


# Independent double-precision full chain with free ends.
def dense_wall(l, kind, second_share=0.0, sixth=0.0):
    x = np.arange(-30, 31.0) if kind == "site" else np.arange(-30, 30) + 0.5
    eye = np.eye(len(x))
    first, second = np.diff(eye, axis=0), eye[2:] - eye[:-2]
    k = 2 * l**2
    stiffness = k*((1 - 4*second_share)*first.T@first
                   + second_share*second.T@second)
    well = Polynomial([1, 0, -1])**2 * Polynomial([1, 0, sixth])
    slope, curve = well.deriv(), well.deriv(2)
    u = np.tanh(x/l)
    for _ in range(30):
        hessian = stiffness + np.diag(curve(u))
        u = u - np.linalg.solve(hessian, stiffness@u + slope(u))
    assert np.max(np.abs(stiffness@u + slope(u))) < 1e-10
    energy = 0.5*u@stiffness@u + np.sum(well(u))
    modes = np.linalg.eigvalsh(stiffness + np.diag(curve(u)))
    return u, energy, modes, stiffness, slope, curve


def field_path(l):
    """Follow equilibria in a field from the site wall to the bond wall."""
    u, _, _, stiffness, slope, curve = dense_wall(l, "site")
    end_value = dense_wall(l, "bond")[0][30]
    force, fields, moments = 0.0, [], []
    for value in np.linspace(0, end_value, 81):
        u[30] = value
        for _ in range(12):
            residual = stiffness@u + slope(u) - force
            jacobian = stiffness + np.diag(curve(u))
            jacobian[:, 30] = -1
            step = np.linalg.solve(jacobian, -residual)
            force += step[30]
            step[30] = 0
            u = u + step
        assert np.max(np.abs(stiffness@u + slope(u) - force)) < 1e-10
        fields.append(force)
        moments.append(np.sum(u))
    return np.array(fields), np.array(moments)


direct_force = {}
for l in (1, 1.5):
    site, bond = dense_wall(l, "site"), dense_wall(l, "bond")
    assert abs(site[1] - bond[1] - float(barrier[l])) < 1e-10
    assert np.sum(site[2] < 0) == 1 and np.sum(bond[2] < 0) == 0
    fields, moments = field_path(l)
    assert abs(fields[-1]) < 1e-8 and np.all(fields[1:-1] < 0)
    work = -trapezoid(fields, moments)
    assert abs(work/float(barrier[l]) - 1) < 0.01
    direct_force[l] = np.max(np.abs(fields))
sine_force = {l: math.pi*float(barrier[l])/2 for l in widths}
assert abs(direct_force[1.5]/sine_force[1.5] - 1) < 0.03

# Worked example: rough values in the regime of lead titanate.
cell = 0.4e-9
polarization = 0.75
well_meV = 50.0
temperature = 300.0
permittivity = 100.0
mode_mass_u = 30.0
effective_charge = 7.0
breakdown_MV_cm = 1.0
meV = 1e-3 * const.e
dipole = polarization * cell**3
to_MV_cm = well_meV * meV / dipole / 1e8
to_mJ_m2 = meV / cell**2 * 1e3
pin_meV = float(barrier[1]) * well_meV
wall_meV = float(bond_energy[1]) * well_meV
direct_field = direct_force[1] * to_MV_cm
grid = np.linspace(0, 1, 10001)
uniform_field = np.max(4*grid*(1 - grid**2)) * to_MV_cm
thermal_meV = const.k * temperature / meV
patch_eV = (10e-9/cell)**2 * pin_meV / 1000

# Step on an elastic wall sheet; lengths in cells, energies in meV.
step_meV = 2/math.pi * math.sqrt(2*wall_meV*pin_meV)
y = np.linspace(-30, 30, 12001)
rate = math.pi * math.sqrt(2*pin_meV/wall_meV)
height = 2/math.pi * np.arctan(np.exp(rate*y))
density = (wall_meV/2*np.gradient(height, y)**2
           + pin_meV*np.sin(math.pi*height)**2)
assert abs(trapezoid(density, y)/step_meV - 1) < 1e-3
drive_field = 0.1 * direct_field
gain_meV = 2 * dipole * drive_field * 1e8 / meV
nucleus_meV = math.pi * step_meV**2 / gain_meV
radius = np.linspace(0, 3*step_meV/gain_meV, 30001)
nucleus_curve = 2*math.pi*radius*step_meV - math.pi*radius**2*gain_meV
assert abs(np.max(nucleus_curve)/nucleus_meV - 1) < 1e-6

# Opposite line charges drawn from 1 to 10 cells apart.
line_charge = 2 * polarization * cell


def line_force(r):
    return quad(lambda s: r/(r*r + s*s)**1.5, -np.inf, np.inf)[0]


separation_work = quad(line_force, 1, 10)[0]
assert abs(separation_work - 2*math.log(10)) < 1e-6
charge_meV = (line_charge**2 * separation_work * cell
              / (4*math.pi*const.epsilon_0*permittivity) / meV)

# Quantum of the pinned mode from the lattice Hessian.
amplitude = dipole / (effective_charge*const.e)
mode_mass = mode_mass_u * const.atomic_mass
lowest = dense_wall(1, "bond")[2][0]
frequency = math.sqrt(lowest*well_meV*meV/(mode_mass*amplitude**2))
quantum_meV = const.hbar * frequency / meV


def changed_barrier(**change):
    site = dense_wall(1, "site", **change)[1]
    return (site - dense_wall(1, "bond", **change)[1]) * well_meV


second_meV = changed_barrier(second_share=0.05)
sixth_meV = changed_barrier(sixth=0.2)

print(f"Lambda = {float(Lambda):.8f}")
print(f"leading coefficient 40 Lambda = {float(40*Lambda):.4f}")
print(f"sampled-profile coefficient = {float(sampled_coefficient):.4f}")
print(f"sampled/formula at l=12 = {float(sampled_barrier/sampled_formula):.5f}")
print("l [cells], lam [cells], dE/V0, dE/formula:")
for l in widths:
    print(f"{l:4.1f} {float(tail_width(l)):9.5f} "
          f"{float(barrier[l]):.6e} {float(ratio[l]):.6f}")
print(f"extrapolated dE/formula = {float(limit_ratio):.7f}")
for l1, l2 in ((1, 1.5), (2, 3), (6, 8), (12, 16)):
    print(f"log slope per cell, l={l1} to {l2}: {float(log_slope(l1, l2)):.4f}")
print(f"limiting log slope = {-math.pi**2:.4f} per cell")
print(f"profile error drop, l=4 to 8 = {float(error_drop):.3f}")
print(f"direct/sine depinning, l=1: {direct_force[1]/sine_force[1]:.4f}")
print(f"direct/sine depinning, l=1.5: {direct_force[1.5]/sine_force[1.5]:.4f}")
print(f"cell = {cell*1e9:.2f} nm; polarization = {polarization*100:.0f} uC/cm2")
print(f"well depth = {well_meV:.1f} meV/cell; K at l=1 = {2*well_meV:.1f} meV")
print(f"cell dipole = {dipole:.3e} C m")
print("l, half-width l*a [nm], dE [meV/cell], sine field [MV/cm]:")
for l in (1, 1.5, 2, 3):
    print(f"{l:3.1f} {l*cell*1e9:.2f} {float(barrier[l])*well_meV:.4e} "
          f"{sine_force[l]*to_MV_cm:.4e}")
print(f"bond-wall energy, l=1 = {wall_meV:.3f} meV/cell")
print(f"bond-wall energy, l=1 = {wall_meV*to_mJ_m2:.2f} mJ/m2")
print(f"site-bond difference, l=1 = {pin_meV*to_mJ_m2:.3f} mJ/m2")
print(f"direct depinning field, l=1 = {direct_field:.4f} MV/cm")
print(f"uniform switching field = {uniform_field:.3f} MV/cm")
print(f"rough breakdown field = {breakdown_MV_cm:.1f} MV/cm")
print(f"depinning/breakdown = {direct_field/breakdown_MV_cm:.3f}")
print(f"thermal energy at {temperature:.0f} K = {thermal_meV:.2f} meV")
print(f"rigid 10 nm x 10 nm patch barrier = {patch_eV:.3f} eV")
print(f"neutral step energy = {step_meV:.2f} meV per cell length")
print(f"nucleation test field = {drive_field:.4f} MV/cm")
print(f"neutral nucleus barrier = {nucleus_meV/1000:.3f} eV")
print(f"rough relative permittivity = {permittivity:.0f}")
print(f"charged edge pair, 1 to 10 cells = {charge_meV:.1f} meV/cell length")
print(f"mode mass = {mode_mass_u:.0f} u; charge = {effective_charge:.0f} e")
print(f"mode amplitude = {amplitude*1e9:.4f} nm")
print(f"pinned-mode quantum = {quantum_meV:.2f} meV")
print(f"dE with second-neighbour share 0.05 = {second_meV:.3f} meV/cell")
print(f"dE with sixth-order factor 0.2 = {sixth_meV:.3f} meV/cell")
print("verified")
```

Output:

```
Lambda = 126.75694772
leading coefficient 40 Lambda = 5070.2779
sampled-profile coefficient = 723.2030
sampled/formula at l=12 = 1.00101
l [cells], lam [cells], dE/V0, dE/formula:
 1.0   1.13459 8.958539e-02 0.778156
 1.5   1.59963 4.108292e-03 0.889333
 2.0   2.07809 1.091181e-04 0.932277
 3.0   3.05390 3.469211e-08 0.967734
 4.0   4.04095 6.338802e-12 0.981367
 6.0   6.02756 9.680256e-20 0.991555
 8.0   8.02074 8.717335e-28 0.995217
12.0  12.01386 3.370087e-44 0.997863
16.0  16.01041 7.879205e-61 0.998796
extrapolated dE/formula = 0.9999979
log slope per cell, l=1 to 1.5: -6.6278
log slope per cell, l=2 to 3: -8.2533
log slope per cell, l=6 to 8: -9.2944
log slope per cell, l=12 to 16: -9.5819
limiting log slope = -9.8696 per cell
profile error drop, l=4 to 8 = 14.752
direct/sine depinning, l=1: 0.9984
direct/sine depinning, l=1.5: 1.0000
cell = 0.40 nm; polarization = 75 uC/cm2
well depth = 50.0 meV/cell; K at l=1 = 100.0 meV
cell dipole = 4.800e-29 C m
l, half-width l*a [nm], dE [meV/cell], sine field [MV/cm]:
1.0 0.40 4.4793e+00 2.3485e-01
1.5 0.60 2.0541e-01 1.0770e-02
2.0 0.80 5.4559e-03 2.8606e-04
3.0 1.20 1.7346e-06 9.0947e-08
bond-wall energy, l=1 = 125.679 meV/cell
bond-wall energy, l=1 = 125.85 mJ/m2
site-bond difference, l=1 = 4.485 mJ/m2
direct depinning field, l=1 = 0.2345 MV/cm
uniform switching field = 2.569 MV/cm
rough breakdown field = 1.0 MV/cm
depinning/breakdown = 0.234
thermal energy at 300 K = 25.85 meV
rigid 10 nm x 10 nm patch barrier = 2.800 eV
neutral step energy = 21.36 meV per cell length
nucleation test field = 0.0234 MV/cm
neutral nucleus barrier = 1.020 eV
rough relative permittivity = 100
charged edge pair, 1 to 10 cells = 372.0 meV/cell length
mode mass = 30 u; charge = 7 e
mode amplitude = 0.0428 nm
pinned-mode quantum = 7.08 meV
dE with second-neighbour share 0.05 = 6.259 meV/cell
dE with sixth-order factor 0.2 = 2.974 meV/cell
verified
```
